# Why a leaky mode grows outward without creating energy

## Definitions and conventions

A flat silicon film of thickness \(d\) lies on a buried oxide of thickness \(b\), below which is a silicon substrate. Above the film there is more oxide. The layers are infinite in the \(y\) and \(z\) directions. The coordinate \(x\) is zero at the top of the film and increases downward, and \(X=x-d-b\) is the depth below the top of the substrate. Light is guided along \(+z\).

All refractive indices are real, so no layer absorbs or amplifies. The light is steady, has one angular frequency \(\omega\), and is TE polarized: its electric field is along \(y\). The physical field is the real part of \(\mathcal E(x,z)e^{-i\omega t}\). With \(k_0=\omega/c\), Maxwell's equations give

\[
\partial_x^2\mathcal E+\partial_z^2\mathcal E+n^2(x)k_0^2\,\mathcal E=0,
\]

with \(\mathcal E\) and \(\partial_x\mathcal E\) continuous at each interface.

Faraday's law, \(\nabla\times\mathbf E=i\omega\mu_0\mathbf H\), gives \(H_x=(i/\omega\mu_0)\,\partial_z\mathcal E\) and \(H_z=-(i/\omega\mu_0)\,\partial_x\mathcal E\). The time-averaged energy flux \(\tfrac12\mathrm{Re}(\mathbf E\times\mathbf H^*)\) is therefore

\[
\frac{1}{2\omega\mu_0}\,\mathbf S,\qquad \mathbf S=\mathrm{Im}(\mathcal E^*\nabla\mathcal E).
\]

The constant prefactor cancels in every ratio below, and \(\mathbf S\) itself will be called the flux.

A mode has the form \(\mathcal E=E(x)e^{i\beta z}\), with \(\beta=\beta_r+i\beta_i\) and \(\beta_r>0\). Its power decays along the guide as \(e^{-2\beta_i z}\). In the substrate, of index \(n_s\), the field varies as \(e^{iqX}\), where

\[
q^2=n_s^2k_0^2-\beta^2,\qquad q=q_r+iq_i .
\]

The mode is called leaky if \(\beta_i>0\) and \(q_r>0\): the guide loses power and the substrate wave carries it away.

The claim to be refuted is this: *if a steady field becomes stronger with distance from a guide, energy must be created away from the guide.*

## The counter-example: a film on thin oxide

Take \(d=b=200\) nm, a vacuum wavelength of 1550 nm, and the rough typical indices \(n_s=3.48\) for silicon and \(n_o=1.444\) for oxide. Then \(k_0=4.0537\ \mu\mathrm m^{-1}\).

### The mode

In the upper oxide the field must vanish far from the film, so \(E=e^{\gamma x}\) for \(x<0\), with \(\gamma=\sqrt{\beta^2-n_o^2k_0^2}\) and \(\mathrm{Re}\,\gamma>0\). At the top of the film \(E=1\) and \(E'=\gamma\). Film and substrate have the same index, so the transverse wave number in the film is also \(q\). At the bottom of the film

\[
E_d=\cos qd+\frac{\gamma}{q}\sin qd,\qquad
E_d'=-q\sin qd+\gamma\cos qd .
\]

In the buried oxide the field is a sum of \(e^{\gamma s}\) and \(e^{-\gamma s}\), where \(s\) is the distance below the film. Matching value and slope at \(s=0\) gives

\[
E=\frac{\gamma E_d+E_d'}{2\gamma}e^{\gamma s}+\frac{\gamma E_d-E_d'}{2\gamma}e^{-\gamma s}.
\]

At \(s=b\) the field must join an outgoing wave, for which \(E'=iqE\). Inserting the sum and collecting the two exponentials gives

\[
\gamma E_d+E_d'=\frac{\gamma+iq}{\gamma-iq}\,(\gamma E_d-E_d')\,e^{-2\gamma b}. \tag{1}
\]

For infinitely thick oxide the right side vanishes, and the equation \(\gamma E_d+E_d'=0\) has a real root, the ordinary guided mode, at \(\beta/k_0=2.7801\). For finite \(b\) the right side is complex, and so is the root:

\[
\beta/k_0=2.7815+0.00957\,i .
\]

In inverse micrometres, \(\beta_r=11.2753\), \(\beta_i=0.03878\), \(q_r=8.4777\) and \(q_i=-0.05157\). The power decay rate is \(2\beta_i=0.07755\ \mu\mathrm m^{-1}\), or 0.337 dB/µm, so the guide keeps \(1/e\) of its power after 12.9 µm.

Since \(|e^{iqX}|=e^{-q_iX}\), the negative \(q_i\) means that the field grows with depth. Over 15 µm it grows by the factor \(e^{0.05157\times15}=2.17\).

### Its flux

In the substrate \(\nabla\mathcal E=i(q,\beta)\,\mathcal E\), in the order \((x,z)\), so

\[
\mathbf S=|\mathcal E|^2(q_r,\beta_r),\qquad |\mathcal E|^2\propto e^{-2q_iX-2\beta_iz}.
\]

A source of energy would show as a positive divergence. Differentiating the exponential gives

\[
\nabla\cdot\mathbf S=-2|\mathcal E|^2(q_rq_i+\beta_r\beta_i).
\]

Here \(q_rq_i=-0.43722\ \mu\mathrm m^{-2}\) and \(\beta_r\beta_i=+0.43722\ \mu\mathrm m^{-2}\). The divergence is zero although the field grows outward, and this refutes the claim. The growth along \(x\) is offset by the decay along \(z\).

The flux points downward and forward, with slope \(q_r/\beta_r=0.7519\), at 36.9° below the guide. Light at a depth of 15 µm therefore left the guide \(15/0.7519=19.95\) µm upstream. The guided amplitude there was larger by \(e^{0.03878\times19.95}=2.17\), the same factor by which the field grows over that depth. A vertical cut through the substrate thus reads the history of the guide: the deeper the point, the earlier the emission.

## The same guide with a beginning

The ideal mode extends to \(z=-\infty\), where its amplitude is unbounded, and its field is unbounded at great depth. A real guide begins somewhere. Let the thin-oxide section begin at \(z=0\), fed by the guided mode of the same film on infinitely thick oxide.

This problem can be solved without any complex \(\beta\). Close the structure with reflecting walls, one 1.5 µm above the film and one 60 µm deep in the substrate. The modes \(u_m(x)\) then obey

\[
u_m''+n^2k_0^2u_m=\beta_m^2u_m,\qquad \int u_mu_l\,dx=\delta_{ml},
\]

and are real, with real \(\beta_m^2\). Multiplying by \(u_m\) and integrating by parts gives \(\beta_m^2=\int(n^2k_0^2u_m^2-u_m'^2)\,dx<n_s^2k_0^2\), because \(n\le n_s\) everywhere. In the substrate each mode is therefore a sine wave of constant envelope, and none grows outward. Take the incoming mode as the field at \(z=0\) and neglect reflection there. The field further on is then approximately

\[
\mathcal E(x,z)=\sum_m c_m\,u_m(x)\,e^{i\beta_mz},\qquad c_m=\int u_m\,\mathcal E(x,0)\,dx .
\]

The sum runs over the 273 modes with \(\beta_m^2>0\), which travel forward. By orthogonality the total forward flux is \(\int\mathrm{Im}(\mathcal E^*\partial_z\mathcal E)\,dx=\sum_m\beta_m|c_m|^2\), independent of \(z\). There is no room in this calculation for created energy.

At \(z=40\) µm the field, divided by the field at the centre of the film, is as follows. The box values are root-mean-square averages over 1 µm on either side of the stated depth. All box figures in this text come from modes computed on a 10 nm mesh, and their last digits are not converged. Removing the mesh error moves the entry at 30 µm from 0.308 to 0.313, the other entries and the power fractions by about 0.001 or less, the fitted growth rate from 0.0522 to 0.0520 µm⁻¹, and the screen figure of 98.5% to about 98.6%.

| Depth (µm) | Box modes | Ideal leaky mode |
|---|---|---|
| 5 | 0.188 | 0.188 |
| 15 | 0.324 | 0.315 |
| 25 | 0.644 | 0.527 |
| 30 | 0.308 | 0.682 |
| 40 | 0.053 | 1.142 |

The outward growth is present in a sum of modes that do not grow. A straight-line fit to \(\ln|\mathcal E|\) between 3 and 18 µm gives a growth rate of 0.0522 µm⁻¹, against \(|q_i|=0.0516\ \mu\mathrm m^{-1}\). The fitted value changes by about 5% with the range of depths chosen, so closer agreement than that has no significance.

Light emitted at \(z=0\) has reached the depth \(X=0.7519\times40=30.1\) µm; deeper light would have had to leave the guide before it began. Diffraction blurs this edge. Of the depths listed, the field is largest at 25 µm, and at 30 µm it has already dropped to about half the ideal value. The excess of 22% over the ideal value at 25 µm is not part of the leaky mode. Most of it is plausibly the bright fringe that diffraction makes beside a shadow edge; the box calculation does not separate this from the adjustment of the launched field.

### Where the deep energy came from

At \(z=40\) µm the substrate carries 0.9540 of the launched power. Of this, 0.0040 was already there at \(z=0\) in the sum of forward modes, and 0.9500 crossed the top of the substrate on the way. The first figure is only rough, because it is sensitive to the neglected reflection. The guide region above holds the remaining 0.0460.

The power below 15 µm can be traced further. It is 0.7816 of the launched power. If it was emitted at least 19.95 µm upstream, it must have crossed the interface before \(z=20.05\) µm. The power that did so is 0.7806. The two agree within 1%, even though the ray argument neglects diffraction. Closer agreement would mean little, because the second figure leaves out the 0.0040 that was in the substrate from the start.

An intervention separates the two explanations more directly. Place a black screen across the substrate at \(z=20\) µm, leaving film and oxide open; in the calculation the substrate field is set to zero there and reflection is ignored. If the deep field were made locally, or were an attached part of the guided field, it would reappear downstream. If it is light in transit, everything below \(0.7519\times20=15.0\) µm should be missing at \(z=40\) µm.

The result at \(z=40\) µm is that the band from 3 to 10 µm keeps 98.5% of its intensity, while the band from 20 to 28 µm keeps 0.2%. The deep field does not regrow.

## The correct general statement

Let \(n(x)\) be any real, bounded index profile above a uniform substrate of real index \(n_s\), and let a TE mode with \(\beta_r>0\) and \(\beta_i>0\) vanish as \(x\to-\infty\). If its substrate wave is outgoing, \(q_r>0\), then:

1. The field grows with depth at the rate \(|q_i|=\beta_r\beta_i/q_r\).
2. The flux in the substrate has no divergence, and \(|\mathcal E|\) is constant along its lines:
\[
|\mathcal E(X,z)|=\left|\mathcal E\!\left(0,\;z-\frac{\beta_r}{q_r}X\right)\right|. \tag{2}
\]
3. For every depth \(L\), the power lost by the strip above \(L\) equals the power leaving through its lower edge.

Moreover, no mode with these \(\beta_r\) and \(\beta_i\) can decay with depth.

### Proof

**Growth.** Write out the imaginary part of \(q^2=n_s^2k_0^2-\beta^2\). The first term on the right is real, so

\[
2q_rq_i=-2\beta_r\beta_i\quad\Longrightarrow\quad q_i=-\frac{\beta_r\beta_i}{q_r}<0. \tag{3}
\]

**Rays.** The divergence found above is proportional to \(q_rq_i+\beta_r\beta_i\), which vanishes by (3). A flux line obeys \(dX/dz=q_r/\beta_r\). Along it

\[
\frac{d}{dz}\ln|\mathcal E|=-q_i\frac{q_r}{\beta_r}-\beta_i
=\frac{\beta_r\beta_i}{q_r}\,\frac{q_r}{\beta_r}-\beta_i=0 .
\]

Following the line back from depth \(X\) to the interface moves the point upstream by \(\beta_rX/q_r\), which is (2). Put geometrically, the real and imaginary parts of the wave vector \((q,\beta)\) are perpendicular: amplitude changes across the rays and not along them.

**Power balance.** For a mode, \(E''+(n^2k_0^2-\beta^2)E=0\). Multiply by \(E^*\) and take the imaginary part. The term \(n^2k_0^2|E|^2\) is real and drops out. Since \((E^*E')'=|E'|^2+E^*E''\), and \(|E'|^2\) is real,

\[
\frac{d}{dx}\mathrm{Im}(E^*E')=\mathrm{Im}(E^*E'')=\mathrm{Im}(\beta^2)\,|E|^2=2\beta_r\beta_i|E|^2 .
\]

Integrate from \(-\infty\), where the field vanishes, to depth \(X=L\):

\[
S_x(L)=2\beta_i\,P(L),\qquad P(L)=\beta_r\int_{-\infty}^{X=L}|E|^2dx. \tag{4}
\]

Here \(P(L)\) is the forward power in the strip. It falls as \(e^{-2\beta_iz}\), so \(2\beta_iP\) is its loss per unit length, and (4) is the third statement.

**No decaying alternative.** Suppose the field decayed with depth. Then \(S_x(L)\to0\) as \(L\to\infty\), while \(P(L)\) tends to a positive number. Equation (4) would require \(\beta_i=0\), contrary to assumption. \(\blacksquare\)

In the example, integrating the profile numerically gives \(S_x(L)/P(L)=0.07755\ \mu\mathrm m^{-1}\) for \(L=1\), 5 and 20 µm, equal to \(2\beta_i\) from the root of (1). Outflow and contents grow together as the strip is deepened. The last part of the proof turns the claim around: in a lossless structure, a decaying guided wave with a substrate field that also decayed outward would be the one that violates energy conservation.

### The finite guide in the ray picture

Let the guide start at \(z=0\) and neglect diffraction and the adjustment of the launched field. The substrate field then follows the leaky mode down to the front \(X_f=zq_r/\beta_r\) and is zero below it. With \(E_0\) the interface field at \(z=0\), the substrate power is

\[
P_s=\beta_r|E_0|^2e^{-2\beta_iz}\int_0^{X_f}e^{2|q_i|X}dX
=\frac{\beta_r|E_0|^2}{2|q_i|}\,e^{-2\beta_iz}\left(e^{2|q_i|X_f}-1\right).
\]

By (3), \(|q_i|X_f=\beta_iz\) and \(\beta_r/|q_i|=q_r/\beta_i\). Hence

\[
P_s=\frac{q_r|E_0|^2}{2\beta_i}\left(1-e^{-2\beta_iz}\right)=P(0)\left(1-e^{-2\beta_iz}\right).
\]

The last step uses (4) at \(L=0\), with \(P(0)\) the guide power at the start. The guide itself retains \(P(0)e^{-2\beta_iz}\), and the sum is \(P(0)\) at every \(z\). The exponential growth, cut off at the front, contains just the power that the guide has lost.

The box calculation shows the accuracy of this picture. At \(z=10\), 20 and 40 µm the guide region holds 0.469, 0.216 and 0.046 of the launched power, against 0.461, 0.212 and 0.045 from \(e^{-2\beta_iz}\). The excess is about 2% each time, so it lies in the prefactor: the launched field is not quite the leaky mode. The decay rate from the first and last values, 0.0774 µm⁻¹, is within 0.2% of \(2\beta_i\). This small gap is mesh error; without it the excess is 1.7% at all three positions.

## Limits and a reversed case

**Thick oxide.** The right side of (1) is of order \(e^{-2\gamma b}\), so to leading order the shift of \(\beta\) from its real value, and with it \(\beta_i\), scales in the same way. By (3) the growth rate falls in proportion, while the ray slope tends to a constant. The growth becomes slow because the guide hardly changes over the distance that a vertical cut looks back.

**A guide that is being fed.** Take the complex conjugate of the leaky solution and reverse \(z\). The layers are lossless and uniform along \(z\), so \(E^*(x)e^{i\beta^*z}\) is also a solution. Its guided power grows as \(e^{+2\beta_iz}\). Its substrate wave is \(e^{-iq^*X}\), which travels toward the guide and has magnitude \(e^{|q_i|X}\), again larger at depth. Now the deeper light is on its way to a point further downstream, where the guide will be stronger. Outward growth alone does not tell leakage from feeding; the direction of the flux does.

**An absorbing substrate.** Let the substrate have a small power absorption coefficient \(a\). Its wave number becomes \(n_sk_0+ia/2\), whose square has the imaginary part \(n_sk_0a\). At fixed \(\beta\), (3) changes to

\[
2q_rq_i=n_sk_0a-2\beta_r\beta_i .
\]

The growth disappears at \(a=2\beta_i\beta_r/(n_sk_0)\), which is about 620 cm⁻¹ here (616 cm⁻¹ when the small shift of \(\beta\) caused by the absorption is included). Above this value the field decays with depth although the guide still leaks. The theorem is not contradicted, since it assumes real indices.

## Beside real silicon devices

Some wafers made for transistors have buried oxides of 200 nm or less. Wafers made for guiding light have much thicker oxide, often roughly 2 µm. With the film held fixed, the model gives \(6.8\times10^{-4}\) dB/cm for 1000 nm of oxide and \(3\times10^{-12}\) dB/cm for 2000 nm, against 3370 dB/cm for 200 nm. These figures hold for TE light in a film of infinite width. TM light in the same film is less tightly confined and leaks far more, about 5 dB/cm for 1000 nm of oxide and \(2\times10^{-4}\) dB/cm for 2000 nm. They should not be carried over to a strip about half a micrometre wide, whose field also varies sideways.

For the example's own dimensions, the largest of the corrections considered here is the oxide thickness: 5 nm less raises the leakage by 10%. A film 5 nm thinner raises it by about 7%. Heating both silicon layers by 50 K, with a rough index change of \(1.8\times10^{-4}\) per kelvin, lowers it by 1.7%. Free carriers at \(10^{15}\) cm⁻³ absorb of order 0.01 cm⁻¹, far below the 620 cm⁻¹ that would cancel the growth. Two-photon absorption, for 10 mW in a width of 10 µm, is roughly \(3.5\times10^{-4}\) cm⁻¹. An assumed roughness loss of 2 dB/cm is 0.06% of the leakage. If the guided light has a Gaussian sideways profile, with a field that falls to \(1/e\) at 5 µm from its centre (a full width of 10 µm), and is narrowest at the start, sideways diffraction lowers the peak intensity by about 1% over 20 µm along the guide and by about 4% over 40 µm, nearly equally at every depth. Light reflected from the back of a 700 µm wafer returns only after 1.9 mm, well beyond the 40 µm considered. The remaining values are in the numerical output.

## Table of computed values

```
wavelength 1550 nm, photon energy 0.800 eV
indices: silicon 3.48, oxide 1.444
core 200 nm, buried oxide 200 nm
vacuum wave number k0 = 4.0537 1/um
mode index on infinitely thick oxide = 2.7801
leaky mode index = 2.7815 + 0.00957 i
beta_r = 11.2753 1/um, beta_i = 0.03878 1/um
q_r = 8.4777 1/um, q_i = -0.05157 1/um
q_r q_i = -0.43722 1/um^2
beta_r beta_i = 0.43722 1/um^2
power decay rate 2 beta_i = 0.07755 1/um = 0.3368 dB/um
power decay length = 12.89 um
ray slope q_r/beta_r = 0.7519
ray angle below the guide = 36.94 deg
outflow/power, strip to depth 1 um = 0.07755 1/um
outflow/power, strip to depth 5 um = 0.07755 1/um
outflow/power, strip to depth 20 um = 0.07755 1/um
depth 15 um: emitted 19.95 um upstream
  field there / field at interface = 2.1675
  guide amplitude upstream / here = 2.1675
box: 273 propagating modes, step 10 nm, substrate 60 um
z = 10 um: guide power 0.4691, exp(-2 beta_i z) 0.4605
z = 20 um: guide power 0.2163, exp(-2 beta_i z) 0.2120
z = 40 um: guide power 0.0460, exp(-2 beta_i z) 0.0450
decay rate from box modes = 0.07741 1/um
growth with depth: box 0.05223, leaky 0.05157 1/um
front expected at z = 40 um: depth 30.08 um
field / core-centre field at z = 40 um (box modes, leaky mode):
  depth 5 um: 0.1879, 0.1879
  depth 10 um: 0.2424, 0.2431
  depth 15 um: 0.3243, 0.3147
  depth 20 um: 0.4251, 0.4072
  depth 25 um: 0.6436, 0.5270
  depth 30 um: 0.3081, 0.6821
  depth 35 um: 0.1065, 0.8827
  depth 40 um: 0.0534, 1.1423
powers as fractions of the launched power:
  in substrate at z = 0: 0.0040, at 40 um: 0.9540
  crossed the interface from 0 to 40 um: 0.9500
  below depth 15 um at z = 40 um: 0.7816
  crossed before z = 20.05 um: 0.7806
screen at z = 20 um, shadow edge at z = 40 um: depth 15.04 um
  intensity kept, depth 3-10 um: 0.9847
  intensity kept, depth 20-28 um: 0.0021
leakage with 1000 nm oxide = 6.819e-04 dB/cm
leakage with 2000 nm oxide = 2.945e-12 dB/cm
oxide 5 nm thinner: leakage changes by 10.2 %
50 K hotter (1.8e-4 per K): leakage changes -1.67 %
carrier absorption at 1e15 cm^-3 = 0.015 1/cm
two-photon absorption, 10 mW in 10 um width = 3.5e-04 1/cm
substrate absorption that cancels growth = 620 1/cm
roughness loss 2 dB/cm / leakage = 5.9e-04
10 um wide guide: intensity factor at 15 um depth 0.990
launch reflection estimate = 6.6e-08
return from back of 700 um wafer after 1862 um
```
